# Why a Deep Level's Photoionization Peak Does Not Mark Its Depth

A device simulation needs an energy for each trap. Suppose that the photoionization spectrum of a thin film, plotted per incident photon, has a maximum at 2.4 eV. Should the trap be entered 2.4 eV below the conduction band? If it is one short-range level described by the Lucovsky cross-section, its optical depth is 1.2 eV. The position of the maximum can be converted into a depth only after the model has been justified.

## A level at 1.2 eV with its maximum at 2.4 eV

Let $E$ be the photon energy and $E_i$ the optical depth: the least photon energy that frees the electron while the atoms stay in place. For a very short-ranged potential and a parabolic band, the cross-section derived below is

$$
\sigma(E)=\frac{16\pi}{3}\frac{\alpha\hbar^2}{mn}
\frac{E_i^{1/2}(E-E_i)^{3/2}}{E^3},\qquad E>E_i, \tag{1}
$$

and zero for $E\le E_i$. Here $m$ is the band mass, $n$ the refractive index and $\alpha$ the fine-structure constant.

Take $E_i=1.2$ eV. At $E=1.2$ eV the factor $(E-E_i)^{3/2}$ vanishes, so the spectrum is zero at the very energy that the peak was supposed to mark. Above threshold,

$$
\frac{d\ln\sigma}{dE}=\frac{3}{2(E-E_i)}-\frac3E .
$$

This is zero when $E=2(E-E_i)$, hence when $E=2E_i=2.4$ eV. The derivative is positive below that energy and negative above it, so this is the only maximum. The wavelength is 517 nm at the peak and 1033 nm at threshold.

The height follows from (1) at $E=2E_i$, where the energy factor is $E_i^2/(8E_i^3)=1/(8E_i)$:

$$
\sigma_{\max}=\frac{2\pi\alpha\hbar^2}{3mnE_i}
=\frac{4\pi\alpha}{3n\kappa^2},\qquad
E_i=\frac{\hbar^2\kappa^2}{2m}. \tag{2}
$$

The length $1/\kappa$ measures the decay of the bound state. With $m=0.34$ electron masses it is 0.3056 nm. With $n=2.0$,

$$
\sigma_{\max}=\frac{4\pi}{3}\,\frac{1/137.04}{2.0}\,(0.3056\ \mathrm{nm})^2
=1.43\times10^{-17}\ \mathrm{cm^2}.
$$

A density of $10^{18}$ cm$^{-3}$ occupied levels then absorbs $14.3$ cm$^{-1}$ at the peak.

The wrong reading has a large effect on thermal emission. If the prefactor is held fixed, replacing a barrier of 1.2 eV by 2.4 eV changes the Boltzmann factor at 300 K by

$$
\frac{2.4-1.2}{0.02585\ln 10}=20.2\ \text{decades}.
$$

Even 1.2 eV is not in general the thermal barrier: lattice relaxation lowers the thermal depth, and any activation energy of capture adds to the barrier. Both are treated below.

## The general statement

Assume one electron in a sharp level, bound by a zero-range potential that acts on $s$ waves. The band is isotropic and parabolic, its final states are empty, and the atoms do not relax. The light wavelength is much larger than the bound state, $n$ is constant, and the local field equals the average field. Then (1) holds, and its single maximum per incident photon is at $2E_i$.

**Rate and flux.** Let the light field be $F_0\cos\omega t$ along $z$. The perturbation is $eF_0z\cos\omega t$, whose absorbing part has amplitude $eF_0z/2$. The golden rule gives

$$
W=\frac{2\pi}{\hbar}\frac{e^2F_0^2}{4}S,\qquad
S=\sum_{\mathbf k}|\langle\mathbf k|z|0\rangle|^2
\delta(\varepsilon_k+E_i-E).
$$

Here $\varepsilon_k=\hbar^2k^2/2m$ is measured from the band edge. Spin is unchanged, so the sum runs over spatial states only. The intensity is $n\varepsilon_0cF_0^2/2$, and the photon flux is this divided by $E$. The cross-section is rate over flux:

$$
\sigma=\frac{\pi e^2E}{n\varepsilon_0\hbar c}S
=\frac{4\pi^2\alpha E}{n}S, \tag{3}
$$

because $e^2/(\varepsilon_0\hbar c)=4\pi\alpha$.

**Bound state.** Away from the origin the electron is free with energy $-E_i$, so $r\psi$ must decay as $e^{-\kappa r}$. Normalization gives

$$
\psi=\sqrt{\frac{\kappa}{2\pi}}\frac{e^{-\kappa r}}r,\qquad
\int|\psi|^2d^3r=2\kappa\int_0^\infty e^{-2\kappa r}dr=1.
$$

**Dipole element.** Multiplying an $s$ state by $z$ gives a $p$ wave. The zero-range potential leaves $p$ waves free, so plane waves may be used for the final states. The Fourier transform of $\psi$ is

$$
\phi(k)=\sqrt{\frac{\kappa}{2\pi}}\frac{4\pi}{k}
\int_0^\infty\sin(kr)e^{-\kappa r}dr
=\sqrt{\frac{\kappa}{2\pi}}\frac{4\pi}{k^2+\kappa^2},
$$

since the integral equals $k/(k^2+\kappa^2)$. Because $ze^{-i\mathbf k\cdot\mathbf r}=i\partial_{k_z}e^{-i\mathbf k\cdot\mathbf r}$, the dipole element in a volume $V$ is $iV^{-1/2}\partial_{k_z}\phi$. The derivative brings down $-2k_z/(k^2+\kappa^2)^2$, and

$$
|\langle\mathbf k|z|0\rangle|^2
=\frac1V\frac{\kappa}{2\pi}\frac{64\pi^2k_z^2}{(k^2+\kappa^2)^4}
=\frac{32\pi\kappa k_z^2}{V(k^2+\kappa^2)^4}.
$$

**Sum over final states.** Replace the sum by $V\int d^3k/(2\pi)^3$. The angular average of $k_z^2$ is $k^2/3$, and the delta function contributes $dk/d\varepsilon=m/(\hbar^2k)$:

$$
S=\frac{4\pi k^2}{8\pi^3}\,\frac{m}{\hbar^2k}\,
\frac{32\pi\kappa k^2}{3(k^2+\kappa^2)^4}
=\frac{16m\kappa k^3}{3\pi\hbar^2(k^2+\kappa^2)^4}.
$$

Insert this and $E=\hbar^2(k^2+\kappa^2)/2m$ into (3):

$$
\sigma=\frac{32\pi\alpha}{3n}\frac{\kappa k^3}{(k^2+\kappa^2)^3}.
$$

Now $\kappa^2=2mE_i/\hbar^2$, $k^2=2m(E-E_i)/\hbar^2$ and $k^2+\kappa^2=2mE/\hbar^2$. The numerator carries two powers of $2m/\hbar^2$ and the denominator three, leaving $\hbar^2/2m$. This gives (1).

**The maximum.** Dividing (1) by (2) gives

$$
\frac{\sigma}{\sigma_{\max}}
=\left[\frac{4E_i(E-E_i)}{E^2}\right]^{3/2}
=\left[1-\left(1-\frac{2E_i}{E}\right)^2\right]^{3/2}.
$$

The subtracted square is zero at $E=2E_i$ and positive elsewhere, which completes the proof.

At the peak $k=\kappa$, and the freed electron has kinetic energy $E_i$. At threshold both the density of final states, proportional to $k$, and the squared $p$-wave dipole element, proportional to $k^2$, vanish. Their product $k^3$ makes the spectrum rise; the factor $E^{-3}$ later makes it fall.

**A check on the prefactor.** With $E=E_i(1+t^2)$ and then $t=\tan\theta$, the area under the energy factor in (1) is

$$
2\int_0^\infty\frac{t^4dt}{(1+t^2)^3}
=2\int_0^{\pi/2}\sin^4\theta\,d\theta=\frac{3\pi}{8}.
$$

Thus $\int\sigma\,dE=2\pi^2\alpha\hbar^2/(mn)$. The same value follows without the wavefunctions. For a local potential $[z,[H,z]]=\hbar^2/m$, and its expectation value is twice the sum of transition energy times $|z|^2$. That sum is therefore $\hbar^2/2m$, and (3) gives the same area. For the example it is $1.614\times10^{-16}$ cm$^2$ eV.

## The factor two is not universal

For a spectrum proportional to $(E-E_i)^a/E^b$, with $b>a>0$, setting the logarithmic derivative to zero gives

$$
\frac a{E-E_i}=\frac bE
\quad\Longrightarrow\quad
E_{\rm peak}=\frac{b}{b-a}E_i.
$$

Equation (1) has $a=3/2$, $b=3$. The plotted quantity matters too. At equal light power the number of photons is proportional to $1/E$, so a signal that counts ionizations, such as a photocurrent, has $b=4$ when plotted per unit power and peaks at $1.6E_i=1.92$ eV. The absorbed fraction of the power is proportional to $\sigma$ itself and keeps $b=3$. The level is the same.

A Coulomb-bound $1s$ electron behaves differently again. Its final $p$ wave is attracted by the charge left behind. Relative to the cross-section at $1.05E_i$, numerical Coulomb waves give 0.70 at $1.2E_i$, 0.38 at $1.5E_i$ and 0.17 at $2E_i$. There is no maximum at $2E_i$. The example therefore assumes a site that is neutral once emptied. A deep donor, which becomes positive, combines a short-range core with a Coulomb tail; that mixed case is not computed here.

## Reading the depth from the rise

Multiply (1) by $E^3$ and take the power $2/3$:

$$
(\sigma E^3)^{2/3}=C(E-E_i),
$$

where $C$ does not depend on $E$. A straight line through these values meets zero at the optical depth. Absolute calibration is unnecessary, but other absorption must first be subtracted.

The maximum is also a poor marker because it is broad. The half-maximum energies are 1.49 and 6.13 eV. A single sharp level already has this width, so it must not be read as a spread of trap depths. The upper energy lies far above a gap of 3.1 eV. At the gap the calculated cross-section is still 92% of its peak. If $E_i$ exceeds half the gap, here 1.55 eV, the calculated maximum lies above the gap and cannot appear in the subgap spectrum.

## How far the model can be trusted

**Finite range.** Replace the zero-range potential by a square well of radius $a$, its strength adjusted to keep $E_i=1.2$ eV, and let it act on the final $p$ wave as well. For $\kappa a=0.002$ the computed peak is at $2.000E_i$, which confirms the limit. For radii of 0.1 and 0.2 nm it is at 2.41 and 2.49 eV. A straight line fitted from 1.8 to 2.8 eV gives depths of 1.20 and 1.23 eV.

The height is far more sensitive: it is 1.42 and 2.22 times the zero-range value. If the true well had the larger radius, dividing the measured peak absorption by (2) would overestimate the trap density by a factor of 2.22. For these two radii, depth extraction is the safer use of the model. This does not extend to much wider wells: as the well comes close to binding a $p$ state, the spectrum narrows, the peak moves down and the straight line fails (at 0.4 nm the peak is near 2.0 eV). The decay length of 0.31 nm is also close to the distance between neighbouring metal atoms in such an oxide, so describing the bound state by a single effective mass is itself only approximate.

**Nonparabolic band.** For a zero-range potential the Schrödinger equation in $k$-space reads $(\varepsilon_k+E_i)\phi=\text{constant}$. Hence $\partial_{k_z}\phi$ is proportional to $(\partial_{k_z}\varepsilon_k)/E^2$ at the final energy. With density of states $\rho$ and speed $v$, (3) becomes $\sigma\propto E\rho v^2/E^4=\rho v^2/E^3$. This treats one isotropic band and leaves out changes of its atomic-scale wavefunctions with $k$.

Let $k^2\propto\gamma=\varepsilon(1+\beta\varepsilon)$, where $\varepsilon=E-E_i$. Since $\rho v^2\propto k^2\,d\varepsilon/dk$ and $d\varepsilon/dk\propto\sqrt\gamma/\gamma'$,

$$
\sigma\propto\frac{\gamma^{3/2}}{\gamma'E^3},\qquad
\gamma'=1+2\beta\varepsilon.
$$

For $\beta=0.3$ eV$^{-1}$ the peak moves to 2.36 eV. Only the shape is fixed in this way: at large $k$ this band has $\varepsilon_k\propto k$, so the normalization integral of $\phi$ grows without limit, and the height depends on where the sum over $k$ is cut off.

**Lattice relaxation.** Describe the atoms by one coordinate $Q$. Let the occupied energy be $Q^2/2$ and the emptied energy $E_i-\lambda+(Q-Q_0)^2/2$, with $\lambda=Q_0^2/2$. Their difference is the optical energy

$$
E_i-\lambda+\frac{Q_0^2}{2}-Q_0Q=E_i-Q_0Q.
$$

Its mean is $E_i$, because the mean of $Q$ is zero. Classically the variance of $Q$ is $k_BT$ (zero-point motion, neglected here, makes it larger), so the optical variance is $Q_0^2k_BT=2\lambda k_BT$. The minima of the two curves differ by only $E_i-\lambda$, the thermal depth.

With $\lambda=0.3$ eV the thermal depth is 0.9 eV, and the optical spread at 300 K is $\sqrt{2(0.3)(0.02585)}=0.125$ eV. By detailed balance, the ratio of emission to capture contains the Boltzmann factor of the thermal depth. Entering 1.2 eV there would thus still cost $0.3/(0.02585\ln10)=5.0$ decades.

The thermal depth is not always the whole emission barrier: any activation energy of capture is added to it. The two curves cross at $Q=E_i/Q_0$, at a height $E_i^2/(4\lambda)=1.2$ eV above the occupied minimum. Classical passage over this crossing has a capture barrier of $1.2-0.9=0.3$ eV. The crossing height equals $E_i$ here only because $\lambda=E_i/4$ was chosen.

**Broadening.** An independent static spread of 0.10 eV raises the total to $\sqrt{0.1245^2+0.10^2}=0.160$ eV. Suppose that the bound wavefunction adjusts to each momentary depth, so that (1) can be averaged over $E_i$. The averaged spectrum then still peaks at 2.40 eV, for a reason that can be derived. For a small spread $s$, averaging over $E_i$ multiplies $\sigma$ by $1+(s^2/2)h$, with

$$
h=\frac1\sigma\frac{\partial^2\sigma}{\partial E_i^2}
=\frac{3}{4d^2}-\frac1{4E_i^2}-\frac{3}{2E_id},\qquad d=E-E_i.
$$

Its slope is $dh/dE=-3/(2d^3)+3/(2E_id^2)$, which vanishes at $d=E_i$. The peak therefore does not move at order $s^2$. A lattice shift that changes the energy but leaves the wavefunction fixed lacks this cancellation and can move the peak slightly. The straight-line depth is 1.20 eV.

## Beside a real oxide film

The mass, index and gap are rough typical values for amorphous In-Ga-Zn-O; the level, its density and its relaxation energy are illustrative choices, not an identified defect. A film 100 nm thick would absorb about $14.3\times10^{-5}=1.4\times10^{-4}$ of the light in one pass, so a sensitive method is needed. Light is also reflected at both faces, and interference makes the intensity inside the film vary with $E$. Because the maximum is so broad, this matters: for this film on glass the absorbed fraction peaks near 2.9 eV instead of 2.4 eV, and the straight line from 1.8 to 2.8 eV meets zero near 1.3 eV. The signal must be corrected for the intensity inside the film. A field of 0.1 MV/cm has an electro-optic energy $(e^2F^2\hbar^2/2m)^{1/3}=0.022$ eV, small beside 1.2 eV. With the Fermi level 0.10 eV below the band edge, filling of the final states at the peak is negligible. Real films also have a distribution of subgap states and a band tail, which break the assumption of one isolated level.

The band tail can remove the maximum altogether. Take a tail absorption of $10^4$ cm$^{-1}$ at the gap, falling exponentially with an energy of 0.08 eV. At 2.4 eV it is only $10^4e^{-0.7/0.08}=1.6$ cm$^{-1}$, but its slope is already $1.585/0.08=19.8$ cm$^{-1}$/eV and grows with $E$. Between 2.4 eV and the gap, the defect absorption falls at a rate below $14.3\times3/2.4=17.9$ cm$^{-1}$/eV, by the logarithmic derivative above. The sum therefore keeps rising up to the gap: for these parameters the total absorption has no maximum, although the level is present. At 2.8 eV the tail is already $10^4e^{-0.3/0.08}=235$ cm$^{-1}$, more than sixteen times the peak absorption of the defect. A small error in subtracting it would then spoil the straight-line depth, so in such a film the line should be fitted at lower energies, where the tail is weak, but not close to threshold, where broadening bends the line: with the spread of 0.16 eV a fit from 1.5 to 2.2 eV gives about 1.19 eV, and one from 1.3 to 1.8 eV about 1.15 eV.

A maximum at 2.4 eV thus does not establish a trap at 2.4 eV, nor by itself one at 1.2 eV. The smaller value is supported when the site is known to be neutral once emptied, the background has been removed, thin-film interference has been corrected for, the signal is plotted per photon, and the rise follows a straight line that meets zero near 1.2 eV. Even then it may be the mean of a spread of depths, since the broadened spectrum above has nearly the same peak and intercept as a single level. To obtain the thermal depth, the relaxation energy must still be subtracted. The values used here are listed in the numerical output.

## Numbers as computed

```
Optical depth Ei: 1.20 eV
Band mass: 0.34 electron masses; index: 2.0
Gap: 3.10 eV; half the gap: 1.55 eV
Level density: 1.0e+18 cm^-3; temperature: 300 K
Thermal energy kT: 0.02585 eV
Bound-state decay length 1/kappa: 0.3056 nm
Peak photon energy: 2.4000 eV = 516.6 nm
Threshold wavelength: 1033.2 nm
Kinetic energy at peak: 1.2000 eV
Peak cross-section: 1.4272e-17 cm^2
Peak defect absorption: 14.272 cm^-1
Area of sigma over energy: 1.6141e-16 cm^2 eV
Sum-rule value: 1.6141e-16 cm^2 eV
Half-maximum energies: 1.492 and 6.127 eV
sigma(gap)/sigma_max: 0.9245
Narrow-well peak, kappa a = 0.002: 2.00000 Ei
Peak per unit light power: 1.9200 eV
Coulomb 1s sigma(1.05 Ei)/sigma(1.05 Ei): 1.0000
Coulomb 1s sigma(1.20 Ei)/sigma(1.05 Ei): 0.6975
Coulomb 1s sigma(1.50 Ei)/sigma(1.05 Ei): 0.3780
Coulomb 1s sigma(2.00 Ei)/sigma(1.05 Ei): 0.1683
Coulomb 1s sigma(3.00 Ei)/sigma(1.05 Ei): 0.0521
Boltzmann error if peak is read as depth: 20.16 decades
Straight-line depth, sharp level: 1.2000 eV
Fit window: 1.8 to 2.8 eV
Well radius 0.1 nm: kappa a = 0.3272
  peak: 2.4123 eV = 2.0103 Ei
  peak height / zero-range height: 1.4169
  straight-line depth: 1.2048 eV
Well radius 0.2 nm: kappa a = 0.6545
  peak: 2.4917 eV = 2.0765 Ei
  peak height / zero-range height: 2.2176
  straight-line depth: 1.2344 eV
Nonparabolicity: 0.30 1/eV; peak: 2.3638 eV
Relaxation energy: 0.30 eV; thermal depth: 0.900 eV
Thermal optical spread: 0.1245 eV
Static spread: 0.10 eV; total spread: 0.1597 eV
Broadened peak: 2.4000 eV
Straight-line depth, broadened: 1.1975 eV
Field: 0.10 MV/cm; electro-optic energy: 0.0224 eV
Fermi level below band edge: 0.10 eV
Final-state filling at peak: 1.45e-22
Band-tail energy: 0.080 eV
Band-tail absorption at gap: 1.0e+04 cm^-1
Band-tail absorption at peak energy: 1.585 cm^-1
Maxima below gap, defect alone: 1
Maxima below gap, defect plus tail: 0
```
